\section*{Why elastoresistance reveals electronic nematicity: strain response and two Weiss temperatures}

\section{The order parameter and its coupling to shear}

\textbf{Q:} My crystal turns from tetragonal to orthorhombic on cooling. The shear strain and the resistivity anisotropy appear together. How could any measurement tell me which one drives the transition?

\textbf{A:} Below the transition it is hard, because each quantity induces the other. Above it, both vanish on average, and you can impose one and watch the other. To see what this gives, take a definite model. Let each site have two orbitals, pointing along the two diagonals of the square lattice, and let $\phi$ be the difference of their occupations, $-1<\phi<1$. A rotation by $90^\circ$ reverses $\phi$. It also reverses the shear strain $\varepsilon=\partial_xu_y+\partial_yu_x$, where $\mathbf u$ is the displacement. Both are even under reflection in a diagonal, so the product $\phi\,\varepsilon$ is invariant and a bilinear coupling is allowed.

I write the free energy per site divided by $k_B$, so that all energies are in kelvin:
\begin{equation}
f=-\tfrac12J\phi^2-T s(\phi)+\tfrac12C\varepsilon^2-\lambda\phi\varepsilon-\sigma\varepsilon .
\label{f}
\end{equation}
Here $J$ is a long-range interaction, treated in mean field, $C$ is the bare shear modulus, $\lambda$ the coupling and $\sigma$ the applied stress. The lattice is harmonic. With occupations $p_\pm=(1\pm\phi)/2$, the entropy and its derivative are
\begin{equation}
s=-p_+\ln p_+-p_-\ln p_-,\qquad
\frac{ds}{d\phi}=-\tfrac12\ln\frac{1+\phi}{1-\phi}=-\operatorname{artanh}\phi .
\end{equation}
Since $\operatorname{artanh}\phi=\phi+\phi^3/3+\dots$, integration gives $-Ts=-T\ln2+T\phi^2/2+T\phi^4/12+\dots$. The part of $f$ that contains $\phi$ alone is therefore
\begin{equation}
\tfrac12(T-J)\phi^2+\tfrac1{12}T\phi^4+\dots
\label{landau}
\end{equation}
This is a Landau expansion with bare Weiss temperature $T^*=J$.

\section{Holding the strain, or letting it go}

\textbf{Q:} Suppose I hold the strain at a small uniform value. What does $\phi$ do?

\textbf{A:} At fixed $\varepsilon$ only $\phi$ adjusts. Setting $\partial f/\partial\phi=0$ gives
\begin{equation}
T\operatorname{artanh}\phi-J\phi=\lambda\varepsilon .
\label{state}
\end{equation}
The strain acts as a field $\lambda\varepsilon$ conjugate to $\phi$. To first order $(T-J)\phi=\lambda\varepsilon$, so
\begin{equation}
\left.\frac{d\phi}{d\varepsilon}\right|_{\varepsilon=0}=\frac{\lambda}{T-T^*}.
\label{strainresp}
\end{equation}
The modulus $C$ has dropped out: once the strain is given, the cost of producing it is irrelevant. The next order shows how small the strain must be. From $(T-T^*)\phi+T\phi^3/3=\lambda\varepsilon$, the ratio $\phi/\varepsilon$ falls below its linear value by a relative amount of about $T\phi^2/[3(T-T^*)]$, and the slope $d\phi/d\varepsilon$ by three times as much.

\textbf{Q:} And if the crystal is free to shear?

\textbf{A:} Then $\varepsilon$ also minimizes $f$. From $\partial f/\partial\varepsilon=C\varepsilon-\lambda\phi-\sigma=0$ we get $\varepsilon=(\sigma+\lambda\phi)/C$. Inserting this into the strain-dependent terms gives
\begin{equation}
\tfrac12C\varepsilon^2-(\lambda\phi+\sigma)\varepsilon
=-\frac{(\lambda\phi+\sigma)^2}{2C}
=-\frac{\lambda^2\phi^2}{2C}-\frac{\lambda\sigma\phi}{C}-\frac{\sigma^2}{2C}.
\label{elim}
\end{equation}
The first term adds $\lambda^2/C$ to $J$. The quadratic coefficient becomes $\frac12(T-T_s)$, with
\begin{equation}
T_s=T^*+\frac{\lambda^2}{C}.
\label{Ts}
\end{equation}
The lattice lowers the energy of an ordered state by shearing along with it, so order sets in earlier. The quartic term is unchanged and positive, and the transition stays continuous. Just below it, at $\sigma=0$, the condition $(T-T_s)\phi+T\phi^3/3=0$ gives $\phi^2\simeq3(T_s-T)/T$. Just above it, the second term of \eqref{elim} acts as a field $\lambda\sigma/C$, and
\begin{equation}
\frac{d\phi}{d\sigma}=\frac{\lambda/C}{T-T_s}.
\label{stressresp}
\end{equation}

\textbf{Q:} Can you put numbers on this?

\textbf{A:} Take round parameters, not those of a particular material: $J=100$ K, $\lambda=3000$ K and $C=300000$ K per site. Then $\lambda^2/C=9\times10^6/(3\times10^5)=30$ K, or 95.0 microhartree, and $T_s=130$ K. Direct minimization of \eqref{f} at 129.5 K gives $\phi=0.1073$; the leading-order formula gives $\sqrt{1.5/129.5}=0.108$. The spontaneous strain is $\lambda\phi/C=0.01\times0.1073=1.07\times10^{-3}$. At 130.5 K the order is gone. With $\varepsilon=0$ imposed uniformly, the same minimization finds order at 99.5 K and none at 100.5 K.

\section{Why the strain must be in the denominator}

\textbf{Q:} In practice I apply a stress. Then I would see \eqref{stressresp}, which diverges at the real transition. How do I get at \eqref{strainresp}?

\textbf{A:} Measure the strain as well. The strain under stress is
\begin{equation}
\varepsilon=\frac{\sigma+\lambda\phi}{C}
=\frac{\sigma}{C}\left(1+\frac{\lambda^2/C}{T-T_s}\right)
=\frac{\sigma}{C}\,\frac{T-T^*}{T-T_s},
\end{equation}
where the last step uses $\lambda^2/C=T_s-T^*$. The effective modulus is thus
\begin{equation}
C_{\rm eff}=\frac{d\sigma}{d\varepsilon}=C\,\frac{T-T_s}{T-T^*},
\label{soft}
\end{equation}
and the ratio of the two responses is
\begin{equation}
\frac{d\phi/d\sigma}{d\varepsilon/d\sigma}
=\frac{\lambda/C}{T-T_s}\;C\,\frac{T-T_s}{T-T^*}
=\frac{\lambda}{T-T^*}.
\end{equation}
The factor $T-T_s$ cancels. As the crystal softens, a given stress produces more strain, and dividing by that strain removes the enhancement. At 150 K, for instance, $C\,d\phi/d\sigma=150$ and $C_{\rm eff}/C=0.4$; the product is 60, which equals $3000/(150-100)$.

At $T_s$ the strain response is still finite:
\begin{equation}
\left.\frac{d\phi}{d\varepsilon}\right|_{T_s}=\frac{\lambda}{\lambda^2/C}=\frac C\lambda=100 .
\end{equation}
A strain-normalized signal that stays finite at the transition is thus what this model predicts, and it does not speak against a continuous transition.

\textbf{Q:} Are the two Weiss temperatures an artefact of minimizing a Landau function?

\textbf{A:} They also appear in the thermal fluctuations. For $N$ sites the weight of a state is $e^{-Nf/T}$. With quadratic coefficient $a/2$ it is a Gaussian in $\phi$ of variance $T/(Na)$, so $N\langle\phi^2\rangle/T=1/a$. If the strain is clamped at zero, $a=T-T^*$. If a uniform classical strain fluctuates too, the Gaussian integral over $\varepsilon$ gives the factor $e^{N\lambda^2\phi^2/(2CT)}$, and $a=T-T_s$.

An explicit partition sum for 4000 sites at 180 K gives inverse susceptibilities of 80.06 K clamped and 50.12 K free, where the large-$N$ limits are 80 K and 50 K. The excess is a finite-size effect. Let $v=T/(Na)$. The quartic weight $e^{-N\phi^4/12}$ changes the variance by $-\frac N{12}(15-3)v^3=-Nv^3$, from the Gaussian moments $15v^3$ and $3v^2$. Stirling's formula for the number of configurations has a prefactor $(1-\phi^2)^{-1/2}\simeq1+\phi^2/2$, which adds $\frac12(3-1)v^2=v^2$. Hence
\begin{equation}
\frac{T}{N\langle\phi^2\rangle}\simeq a(1+Nv^2-v)=a+\frac{T(T-a)}{Na}.
\end{equation}
The correction is $180\times100/(4000\times80)=0.06$ K clamped and $180\times130/(4000\times50)=0.12$ K free, as found.

\section{From orbital order to resistance}

\textbf{Q:} I measure a resistance, not $\phi$. And my sample is glued to a piezoelectric platform, which is neither fixed strain nor fixed stress.

\textbf{A:} Let $\eta$ be the difference of the resistivities along the two diagonals, divided by their mean. It has the symmetry of $\phi$, so to first order
\begin{equation}
\eta=\kappa\phi+g\varepsilon,\qquad
m\equiv\frac{d\eta}{d\varepsilon}=g+\frac{\kappa\lambda}{T-T^*}.
\label{m}
\end{equation}
The term $g$ is the ordinary effect of deforming a metal. I assume that $\kappa$ and $g$ do not depend on temperature. This is a real restriction: if the scattering mechanism changes over the fitted range, so may $\kappa$. A part of $\kappa$ proportional to $T-T^*$ only adds a constant to $m$ and is absorbed in the fitted background, but a curved $\kappa(T)$ shifts the fitted Weiss temperature.

For the glue, let the platform impose a strain $d$ through a mount of stiffness $k$, with energy $\frac12k(d-\varepsilon)^2$. Force balance is $C\varepsilon-\lambda\phi=k(d-\varepsilon)$, so $\varepsilon=(kd+\lambda\phi)/(C+k)$. Putting this into $(T-T^*)\phi=\lambda\varepsilon$ and collecting $\phi$ gives
\begin{equation}
\frac{d\phi}{dd}=\frac{k}{C+k}\,\frac{\lambda}{T-T_m},\qquad
T_m=T^*+\frac{\lambda^2}{C+k}.
\end{equation}
A stiff mount, $k\to\infty$, gives $T_m\to T^*$ and $\varepsilon\to d$. A soft one gives $T_m\to T_s$. Division by the platform strain thus yields a Weiss temperature that depends on the glue. The relation $(T-T^*)\phi=\lambda\varepsilon$ was never altered, so division by the true sample strain gives $T^*$ for any $k$.

\textbf{Q:} Would a fit to noisy data really separate these temperatures?

\textbf{A:} First check that the fitting form suits all three normalizations. From $\varepsilon=(T-T^*)\phi/\lambda$,
\begin{equation}
\frac{d\eta}{dd}=\frac{k}{C+k}\,\frac{\kappa\lambda+g(T-T^*)}{T-T_m}
=\frac{k}{C+k}\left[g+\frac{\kappa\lambda+g(T_m-T^*)}{T-T_m}\right],
\end{equation}
by writing $T-T^*=(T-T_m)+(T_m-T^*)$. This is again a constant plus a Curie--Weiss term. The stress response $C\,d\eta/d\sigma$ has the same bracket with $T_m$ replaced by $T_s$.

Now let $\kappa=0.5$, $g=2$ and $k=C$, so that $T_m=100+9\times10^6/(6\times10^5)=115$ K. Synthetic data come from the nonlinear equation of state at 34 temperatures from 135 to 300 K, with random noise of standard deviation 0.1 in the dimensionless response. The fitted Weiss temperatures are
\begin{center}
\begin{tabular}{lcc}
normalized by & fit (K) & model (K)\\
true strain & $99.8\pm0.3$ & 100\\
platform strain & $115.1\pm0.2$ & 115\\
stress & $130.00\pm0.01$ & 130
\end{tabular}
\end{center}
The errors are one standard deviation. The stress fit is the sharpest because its pole is close to the data. A shift of the Weiss temperature changes the signal by the amplitude over the squared distance to the pole. At 135 K this is $1560/5^2\simeq62$ per kelvin for stress, but $1500/35^2\simeq1.2$ per kelvin for true strain.

\textbf{Q:} Can I drop the background $g$ to save a parameter?

\textbf{A:} Not here. Let $x=T-T^*$ and $A=\kappa\lambda$. A pure Curie--Weiss law matched to $m$ and its slope at one temperature has its pole a distance $m/|m'|$ below that temperature, and
\begin{equation}
\frac{m}{|m'|}=\frac{g+A/x}{A/x^2}=x+\frac{g x^2}{A}.
\end{equation}
Its apparent Weiss temperature is $T^*-gx^2/A$: too low for $g/A>0$, and more so at high temperature. With $A=1500$ K the error is 1.6 K at 135 K and 13 K at 200 K. The two-parameter fit to the same data returns 93.5 K, many standard errors from 100 K.

\textbf{Q:} What else does the fit give me?

\textbf{A:} The amplitude, $1512\pm13$ K, is the product $\kappa\lambda$. To separate the factors, use \eqref{Ts} with the bare modulus taken as known. This fixes only the magnitude of $\lambda$, since reversing the signs of $\lambda$ and $\kappa$ together changes none of the measured responses. Choosing $\lambda>0$ gives
\begin{equation}
\lambda=\sqrt{C(T_s-T^*)}=\sqrt{300000\times30.18}\ \text{K}\simeq3009\ \text{K},
\end{equation}
and $\kappa=1512/3009\simeq0.50$. The bare modulus needs care. By \eqref{soft}, the measured modulus at 300 K is still only $170/200=0.85$ of $C$, so $C$ must come from a fit of the softening and not from the highest temperature reached.

\section{What the Weiss temperature says about the driver}

\textbf{Q:} So far you have assumed that the electrons want to order. Suppose the lattice is the unstable partner and the electrons merely follow. Would I notice?

\textbf{A:} Yes, in the strain-normalized response. Replace the electronic part by $\frac12a\phi^2$ with constant $a$, and let the bare modulus soften by itself, $C(T)=c(T-T_0)$. At fixed strain $a\phi=\lambda\varepsilon$. Under stress, $C\varepsilon-\lambda\phi=\sigma$ becomes $(C-\lambda^2/a)\varepsilon=\sigma$. Therefore
\begin{equation}
\frac{d\phi}{d\varepsilon}=\frac\lambda a,\qquad
\frac{d\phi}{d\sigma}=\frac{\lambda}{ac\,(T-T_s)},\qquad
T_s=T_0+\frac{\lambda^2}{ac}.
\end{equation}
With $a=150$ K, $c=2000$, $T_0=100$ K and the same $\lambda$, the transition is again at $100+9\times10^6/(3\times10^5)=130$ K. The stress response diverges there and the modulus vanishes there, as before. But $d\phi/d\varepsilon$ is 20 at both 140 K and 200 K. Softening and a diverging stress response occur in both models. The strain response tells these two apart: it grows on cooling in the first and stays constant in the second.

\textbf{Q:} Then any Curie--Weiss growth of $m$ proves an electronic instability?

\textbf{A:} No, its Weiss temperature matters too. Set $J=0$, so that the orbitals interact through the uniform strain alone. Equation \eqref{state} gives $d\phi/d\varepsilon=\lambda/T$. This grows on cooling, but it is the Curie law of independent orbitals. The transition nevertheless occurs, at $T_s=\lambda^2/C$. For $\lambda=6245$ K and the same $C$ this is once more 130 K, while the Weiss temperature of the strain response is zero.

In this model $T_s=J+\lambda^2/C$ is a sum of two contributions, and $T^*/T_s$ is the share that does not need uniform strain. In the worked example it is $100/130\simeq77\%$. A positive $T^*$ close to $T_s$ is the evidence you are after, provided the bare modulus $C$ does not soften by itself. If it did, as $C=c(T-T_0)$, the transition would lie at the root of $c(T-T_0)(T-T^*)=\lambda^2$ above both $T_0$ and $T^*$. For $T_0>T^*$ the lattice is then the partner that, uncoupled, would become unstable first, even though $T^*$ is positive and perhaps not far below $T_s$. With $T_0=110$ K and $c=15000$, for example, $15000\times20\times30=9\times10^6$ puts $T_s$ at 130 K again, and the strain response still gives $T^*=100$ K. The measured modulus can test this condition: it should follow \eqref{soft} with a constant $C$.

\textbf{Q:} Evidence for electrons in particular?

\textbf{A:} Strictly, for a degree of freedom other than uniform strain. An optical phonon of the same symmetry that softened by itself and affected the resistivity would give the same static law. Interactions between orbitals mediated by such phonons are likewise contained in $J$. Excluding them takes other information, such as the phonon frequencies.

\section{Can the divergence be reached?}

\textbf{Q:} If I clamp the crystal perfectly at zero strain and cool it, will I see the divergence at $T^*$?

\textbf{A:} Not in a bulk crystal described by this model. Clamping the outer shape fixes the average strain, but the inside can form twins. Consider a wave $\phi\cos(\mathbf q\cdot\mathbf r)$ with displacement $\mathbf u\sin(\mathbf q\cdot\mathbf r)$. The strain amplitudes are $\varepsilon_{xx}=q_xu_x$, $\varepsilon_{yy}=q_yu_y$ and $\varepsilon=q_xu_y+q_yu_x$, and all average to zero. The elastic energy is
\begin{equation}
\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2)+C_{12}\varepsilon_{xx}\varepsilon_{yy}+\tfrac12C\varepsilon^2,
\end{equation}
with a common factor $\frac12$ from the average of $\cos^2$, which multiplies the other quadratic terms as well. I take wavelengths long enough for $J$ to keep its uniform value and for gradient energies to be negligible.

For $\mathbf q$ along $x$, a transverse displacement $u_y$ gives $\varepsilon=qu_y$ and no other strain. The shear is as free as in an unclamped crystal, and the instability is at $T_s$. For $\mathbf q$ along the diagonal, shear requires a longitudinal displacement of amplitude $w$, with $\varepsilon=qw$ and $\varepsilon_{xx}=\varepsilon_{yy}=qw/2$. The transverse displacement produces no $\varepsilon$ and does not mix with it. The energy is
\begin{equation}
\frac{(qw)^2}{2}\left[\frac{C_{11}+C_{12}}2+C\right],
\end{equation}
so the bracket replaces $C$ in \eqref{Ts}:
\begin{equation}
T_{\rm diag}=T^*+\frac{2\lambda^2}{C_{11}+C_{12}+2C}.
\end{equation}
With $C_{11}=900000$ K and $C_{12}=300000$ K per site this is $100+18\times10^6/(1.8\times10^6)=110$ K. No direction can exceed $T_s$, because in a stable lattice the additional strains cost energy and never release it.

The uniform clamped state therefore gives way to twins at 130 K, with $T^*$ still 30 K below. The uniform instability $T_m$ of a glued sample is pre-empted in the same way if the sample is thick compared with the twin width. In a thin film the bond to the base and the gradient energy together push the twin instability below $T_s$. The bare Weiss temperature is obtained by extrapolating data taken above $T_s$, which is what the fits did.

\textbf{Q:} How far can I trust such an extrapolation?

\textbf{A:} As far as the mean-field law holds over the fitted range. Strong critical fluctuations or disorder may bend the curve, and a first-order transition would cut it off above $T_s$. Nonlinearity can be estimated: a strain of $10^{-3}$ at 135 K gives $\phi\simeq0.085$, and the correction below \eqref{strainresp} is $135\times0.085^2/(3\times35)\simeq0.9\%$ for $\phi/\varepsilon$ and nearly $3\%$ for the slope. Both scale as the square of the strain, so at $10^{-4}$ they are about $0.01\%$ and $0.03\%$. A useful check is to raise the lower end of the fitting range and see whether $T^*$ drifts. Noise alone moves it: for an exact form the drift has a variance of about $\sigma_{\rm short}^2-\sigma_{\rm full}^2$, the difference of the squared standard errors of the two fits, so it exceeds $\sigma_{\rm short}$ in up to a third of cases at each cut. Only a drift of several such standard errors speaks against the fitting form; a steady value supports the form but does not prove it, since a temperature-dependent $\kappa$ can imitate a shifted pole.

\section*{Computed results}
\begin{verbatim}
interaction J = Tstar: 100 K; coupling lambda: 3000 K
bare shear modulus C: 300000 K per site
kappa: 0.5; background g: 2.0
Ts: 130.0 K; shift Ts-Tstar: 30.0 K = 95.0 microhartree
free, spontaneous strain at 129.5 K: 1.07e-03
free: phi(129.5 K) = 0.1073, phi(130.5 K) < 0.001
clamped uniform: phi(99.5 K) = 0.1222, phi(100.5 K) < 0.001
T/K, dphi/dstrain, m, Ceff/C, C*dphi/dstress:
  135, 85.71, 44.86, 0.1429, 600.00
  150, 60.00, 32.00, 0.4000, 150.00
  200, 30.00, 17.00, 0.7000, 42.86
  300, 15.00, 9.50, 0.8500, 17.65
at Ts: dphi/dstrain = 100.00, m = 52.00
partition sum, 4000 sites, 180 K:
  1/chi clamped = 80.06 K (limit 80 K)
  1/chi free = 50.12 K (limit 50 K)
fit: 34 points, 135-300 K, noise 0.1; mount stiffness = C
  per true strain: Weiss 99.82 +- 0.29 K (model 100 K)
  per platform strain: Weiss 115.13 +- 0.16 K (model 115 K)
  per stress times 1/C: Weiss 130.00 +- 0.01 K (model 130 K)
  true strain: background 1.87 +- 0.08, amplitude 1512 +- 13 K
  without background: Weiss 93.53 K
  recovered lambda 3009 K, kappa 0.502
soft lattice: a = 150 K, C = 2000*(T-100 K)
  dphi/dstrain at 140, 200 K: 20.00, 20.00
  stress response diverges at 130.0 K
J = 0, lambda = 6245 K: Ts = 130.0 K, Weiss = 0.00 K
twins: C11 = 900000 K, C12 = 300000 K per site
  instability along axis 130.0 K, along diagonal 110.0 K
\end{verbatim}
